Quantum and Classical Kassel Probabilities for Nine Oscillators Sharing Twenty Quanta

**Problem**

Silane, SiH₄, has nine vibrational modes. In Kassel's picture of its decomposition into SiH₂ and H₂, an isolated excited molecule reacts when enough vibrational energy gathers in one critical oscillator. Take s = 9 harmonic oscillators with the same quantum ε, sharing n = 20 quanta. The critical oscillator, one specified member of the nine, must hold at least m = 10 quanta.

(a) Find the probability P_q that the threshold is reached, if all quantum states of the given energy are equally likely.

(b) Find the corresponding classical probability P_c for total energy E = nε and threshold energy E₀ = mε.

(c) Find the ratio P_q/P_c and explain its size.

(d) Set the model beside silane, with a threshold of roughly 2.4 eV, and estimate how far its main simplifications move P_q.

Energies are measured from the zero-point level unless stated otherwise. The oscillators are distinguishable, so a state is a list of nine occupation numbers. The coupling between them is strong enough to redistribute energy but too weak to alter the energy levels.

**Hints**

1. Represent a state by a row of n dots, cut into s groups by s − 1 dividers.

2. In a reactive state, set m quanta aside in the critical oscillator. What restriction remains on the others?

3. For a classical harmonic oscillator, find the phase-space area enclosed by the curve of energy e. How does it grow with e?

4. Write P_q as a product of s − 1 fractions and compare each with (n − m)/n.

5. The numbers 1, 2, …, s − 1 have mean s/2. Compare this with the zero-point energy of s oscillators.

**Full solution**

**(a) Quantum counting**

Let W(n) be the number of ways to distribute n quanta among s oscillators. A row of n dots and s − 1 dividers has n + s − 1 places. Choosing the places of the dividers fixes every occupation number, and each state corresponds to one such choice. Hence

W(n) = C(n + s − 1, s − 1) = (n + s − 1)! / [n! (s − 1)!].

In a reactive state the critical oscillator holds at least m quanta. Remove m of them. What is left is a distribution of n − m quanta over all s oscillators, with no further restriction. Conversely, adding m quanta to the critical oscillator in any such distribution gives one reactive state. The reactive states therefore number W(n − m), and

P_q = W(n − m)/W(n).

For the given numbers,

W(20) = C(28, 8) = 3108105,

W(10) = C(18, 8) = 43758,

P_q = 43758/3108105 = 0.0141.

A direct count that adds the oscillators one at a time, without binomial coefficients, gives the same two integers.

**(b) Classical phase space**

An oscillator of mass μ and angular frequency ω has energy

e = p²/(2μ) + μω²x²/2.

The curve of constant e is an ellipse with semi-axes √(2μe) in p and √(2e/μω²) in x. Its area is

π √(2μe) √(2e/μω²) = 2πe/ω.

The area is proportional to e, so equal energy intervals contain equal phase-space areas. The density of states of one oscillator is a constant, which we call c.

For k oscillators the density is

g_k(E) = c^k E^(k−1)/(k − 1)!.

This holds for k = 1. If it holds for k, adding one more oscillator gives

g_(k+1)(E) = ∫₀ᴱ c g_k(y) dy = c^(k+1) E^k/k!,

which is the same law for k + 1.

Now let the critical oscillator have energy e. The other s − 1 oscillators share E − e, and their density is proportional to (E − e)^(s−2). Therefore

P_c = ∫ from E₀ to E of (E − e)^(s−2) de / ∫ from 0 to E of (E − e)^(s−2) de.

The upper integral is (E − E₀)^(s−1)/(s − 1) and the lower one is E^(s−1)/(s − 1). Their quotient is

P_c = (1 − E₀/E)^(s−1).

With E₀/E = 10/20,

P_c = (1/2)⁸ = 1/256 = 0.00391.

Random sampling of the classical energy shell gives 0.00392 ± 0.00004, where the uncertainty is one standard deviation.

**(c) The ratio and its origin**

The two results give

P_q/P_c = 256 × 43758/3108105 = 3.60.

To see why the quantum value is larger, insert the factorials into P_q:

P_q = [(n − m + s − 1)!/(n − m)!] × [n!/(n + s − 1)!].

The factor (s − 1)! has cancelled. Each bracket contains s − 1 successive integers, so

P_q = ∏ (n − m + j)/(n + j), with j = 1, …, s − 1.

The classical result is a product of s − 1 equal factors (n − m)/n. The difference between a quantum factor and a classical one is

(n − m + j)/(n + j) − (n − m)/n

= [n(n − m + j) − (n − m)(n + j)]/[n(n + j)]

= jm/[n(n + j)].

This is positive, so P_q > P_c whenever s > 1 and 0 < m ≤ n. The ratio P_q/P_c becomes infinite at threshold, m = n. There P_c vanishes, because the phase-space region with all the energy in one oscillator has no volume. The quantum model still has one reactive state among W(n), so P_q = 1/W(n).

The size of the ratio can be traced to zero-point energy. The mean of j = 1, …, s − 1 is s/2. Replacing each j by this mean gives

W(n) ≈ (n + s/2)^(s−1)/(s − 1)!.

This is the classical count of states, in units of the quantum, with the zero-point energy sε/2 added to the available energy. Since a product of positive numbers with a given mean is largest when they are equal, the approximation overestimates W for s > 2. Here it gives 3219646 for twenty quanta, which is 3.6% above the true count, and 48464 for ten quanta, which is 11% above. Its probability is

P_shifted = (14.5/24.5)⁸ = 0.0151,

or 7% above P_q. Including the zero-point energy thus accounts for most of the discrepancy.

Without the shift, the classical count n^(s−1)/(s − 1)! is 634921 for twenty quanta, too small by a factor 4.895. For ten quanta it is 2480, too small by a factor 17.643. The second count stands in the numerator of the probability and the first in the denominator. The two factors differ, so the errors cancel only in part:

17.643/4.895 = 3.60.

The zero-point energy of nine modes equals 4.5 quanta. That is a larger fraction of the ten free quanta of a reactive state than of the full twenty.

The classical result returns when n − m, the number of quanta left above the threshold, is large enough. From the product form,

ln(P_q/P_c) = Σ {ln[1 + j/(n − m)] − ln[1 + j/n]}.

For j much smaller than n − m, use ln(1 + u) ≈ u. With Σj = s(s − 1)/2,

ln(P_q/P_c) ≈ [s(s − 1)/2] [1/(n − m) − 1/n]

= [s(s − 1)/2] m/[n(n − m)].

When this is small, P_q/P_c is approximately one plus the same quantity. For s = 9, n = 2000 and m = 1000 the estimate is 1.01800, and the full count gives 1.01809. For n = 20 and m = 10 the quantity is 1.8, which is not small, and the expansion cannot be used.

**(d) Comparison with silane**

A threshold of 2.4 eV at ten quanta requires

ε = 2.4 eV/10 = 0.24 eV,

and twenty quanta amount to 4.8 eV. Real silane has unequal modes: roughly, four stretches at 2190 cm⁻¹, two bends at 970 cm⁻¹ and three bends at 910 cm⁻¹. Elimination of H₂ also moves several atoms together, so a single critical oscillator is itself a simplification. Moreover, breaking one Si–H bond to give SiH₃ + H costs only about 3.9 eV, so at 4.8 eV the real molecule has a second open channel, which the model and the estimates below leave out.

*Unequal modes.* States were counted with these rough wavenumbers, for total energies within 500 cm⁻¹ of 4.8 eV. With a stretch as the critical mode the probability is 0.0101, which is 28% below the equal-mode value. With a 970 cm⁻¹ bend it is 0.0112, or 20% below. The classical value does not change, because the constant c of each mode cancels from P_c. The quantum-to-classical ratio therefore falls to between 2.6 and 2.9 for these two choices. With a 910 cm⁻¹ bend, whose first reactive level lies at 2.48 eV, the probability is 0.0092 and the ratio about 2.3. Because the levels are discrete, these figures are good to about two digits at best. For half-widths from 250 to 1000 cm⁻¹ they move by about 1%, but a half-width of 100 cm⁻¹ gives 0.0092 for the stretch and 0.0103 for the 970 cm⁻¹ bend. Changing the wavenumbers by 5 cm⁻¹ or less, to 2187, 2191, 975 and 914 cm⁻¹, gives 0.0098 and 0.0104 in the 500 cm⁻¹ window.

The zero-point energy indicates the cause. It is 0.833 eV for the unequal modes and 1.080 eV for the equal ones. Using the smaller value in the shifted formula gives

[(2.4 + 0.833)/(4.8 + 0.833)]⁸ = 0.012,

compared with 0.0151 before. Part of the remaining difference can come from the discrete levels: the first stretch level above threshold lies at 2.444 eV, not at 2.4 eV.

*Anharmonicity.* A rough stretch anharmonicity of 35 cm⁻¹ changes the critical-stretch probability from 0.0101 to 0.0104. This net change includes a shift of the first reactive level to 2.509 eV, so it does not isolate the effect of closer level spacing. Its smallness is an accident of the value chosen: 30 cm⁻¹ gives 0.0083 and 40 cm⁻¹ gives 0.0136, mainly because the first reactive level moves to 2.58 and 2.44 eV. The ladder for 35 cm⁻¹ also ends at 4.38 eV, below the total energy, and only its bound levels are counted.

*The barrier.* Suppose that the sharp threshold is replaced by transmission through an inverted parabola, with its top at the tenth level and a rough barrier wavenumber of 1000 cm⁻¹. The probability becomes 0.0110, or 22% lower. States below the top contribute only 5 × 10⁻⁸ by tunnelling. The reduction comes mainly from states with ten quanta in the critical oscillator, which are transmitted with probability 1/2. There are C(17, 7) = 19448 of them, and losing half removes

9724/3108105 = 0.0031.

This correction depends on placing the barrier top on a level. With the top half a quantum lower the probability stays at 0.0141 and tunnelling contributes 2 × 10⁻⁵; with the top a quarter quantum higher it falls to 0.0081.

*Rotation.* The mean thermal rotational energy at 900 K is 0.116 eV, or 0.48 quantum. If all of it could enter the vibrations, the shifted formula would give a relative increase of about

8 × 0.48 × (1/14.5 − 1/24.5) ≈ 0.11.

*Energy redistribution.* Kassel's rate constant is k = A P_q, where A is a frequency factor. Taking A = ε/h = 5.8 × 10¹³ s⁻¹, where h is Planck's constant, gives

k = 5.8 × 10¹³ s⁻¹ × 0.0141 = 8.2 × 10¹¹ s⁻¹

and a mean lifetime of 1.2 ps. A larger, rough prefactor of 10¹⁵ s⁻¹ shortens this to 0.07 ps, about four periods of the model oscillator but only about two of silane's bends. Complete redistribution of energy among nine modes within so few periods is doubtful. The present model cannot determine the resulting error.

Collisions during the lifetime are unimportant for the example. At 900 K and 1 Torr, rough conditions for low-pressure silicon deposition, a collision diameter of 0.5 nm gives 9.2 × 10⁶ collisions per second. With the longer lifetime, that is 1.1 × 10⁻⁵ collisions before decomposition.

The chosen energy is far from typical of such a gas. In thermal equilibrium at 900 K, the model places a fraction 2.9 × 10⁻²¹ of the molecules at twenty quanta or more. The example therefore describes a molecule excited by some nonthermal means.

**Variation 1: any oscillator may react**

Suppose that decomposition can begin in any of the nine oscillators. What are the two probabilities now?

Adding nine copies of the reactive count gives 9 × 43758 = 393822. A state with ten quanta in each of two oscillators has then been counted twice. There are C(9, 2) = 36 such states, and three oscillators cannot all reach the threshold. Thus

P_any = (393822 − 36)/3108105 = 0.127.

Classically, two oscillators can both reach half the total energy only on a set of zero volume. The probability is therefore 9/256 = 0.0352. The ratio remains 3.60 to three figures, although both probabilities are about nine times larger. Whether the critical oscillator is specified matters greatly for the probability, and hardly at all for this ratio.

**Variation 2: a thermal population**

Keep the same threshold, but let collisions maintain a thermal population at temperature T. Does the quantum-to-classical discrepancy survive in the average probability?

Let k_B be Boltzmann's constant and x = exp(−ε/k_BT). Each oscillator contributes a geometric series 1/(1 − x) to the partition function, so

Σ W(n)xⁿ = (1 − x)^(−s),

and the population with n quanta is (1 − x)^s W(n)xⁿ. Multiplication by P_q replaces W(n) by W(n − m). With r = n − m,

⟨P_q⟩ = (1 − x)^s x^m Σ W(r)x^r = x^m = exp(−E₀/k_BT).

The classical population per unit energy is E^(s−1) exp(−E/k_BT)/[(s − 1)! (k_BT)^s]. Multiplication by P_c changes E^(s−1) into (E − E₀)^(s−1). Setting y = E − E₀ takes out the factor exp(−E₀/k_BT) and leaves a normalized integral over y. Hence ⟨P_c⟩ = exp(−E₀/k_BT) as well. At 900 K both averages are 3.6 × 10⁻¹⁴.

The energies of the reacting molecules still differ. In the quantum sum, r has the thermal distribution of nine oscillators, so the mean number of quanta is

m + s x/(1 − x) = 10 + 0.43 = 10.43,

or 2.50 eV. Classically, y has mean s k_BT, and the mean energy is

2.40 eV + 9 × 0.0776 eV = 3.10 eV.

The equality of the averages gives equal thermal rates if A is the same and collisions replace reacting molecules fast enough. In this model, 1 Torr does not meet the second condition. Even at n = 10, where P_q = 1/43758, the rate constant with A = 5.8 × 10¹³ s⁻¹ is 1.3 × 10⁹ s⁻¹. This is more than a hundred times the collision rate, and P_q grows with n. Reaction therefore depletes the excited levels, and the thermal rate lies below A exp(−E₀/k_BT).

The values used here are listed in the numerical output.

Numbers as computed

```
oscillators, quanta, threshold: 9, 20, 10
all states: 3108105
reactive states: 43758
quantum Kassel probability: 0.014079
classical Kassel probability: 0.00390625
quantum/classical ratio: 3.6041
classical probability, sampled: 0.00392 +- 0.00004
ratio at n=2000, m=1000: 1.01809
leading estimate of that ratio: 1.01800
unshifted classical count, 20 quanta: 634921
unshifted classical count, 10 quanta: 2480
true/unshifted count, 20 quanta: 4.895
true/unshifted count, 10 quanta: 17.643
zero-point-shifted count, 20 quanta: 3219646
zero-point-shifted count, 10 quanta: 48464
zero-point-shifted probability: 0.01505
probability that any mode reaches threshold: 0.12670
rough silane threshold: 2.40 eV
model quantum: 0.240 eV
total energy: 4.80 eV
temperature: 900 K; pressure: 1.0 Torr
kT: 0.07756 eV
thermal fraction with n >= 20: 2.89e-21
thermal average of quantum probability: 3.636e-14
thermal average of classical probability: 3.636e-14
mean quanta of reacting molecules: 10.427
their mean energy, quantum: 2.502 eV
their mean energy, classical: 3.098 eV
rough stretch wavenumber (4 modes): 2190 cm^-1
rough bend wavenumber (2 modes): 970 cm^-1
rough bend wavenumber (3 modes): 910 cm^-1
half-width of energy window: 500 cm^-1
zero-point energy, equal modes: 1.080 eV
zero-point energy, unequal modes: 0.833 eV
unequal modes, critical stretch: P = 0.01010
  first reactive stretch level: 2.444 eV
unequal modes, critical 970 bend: P = 0.01120
  first reactive bend level: 2.405 eV
rough stretch anharmonicity: 35 cm^-1
anharmonic critical stretch: P = 0.01042
  first reactive anharmonic level: 2.509 eV
rough barrier wavenumber: 1000 cm^-1
probability with smooth barrier: 0.01095
part due to tunnelling below top: 5.35e-08
vibration frequency: 5.803e+13 s^-1
decomposition rate with that prefactor: 8.170e+11 s^-1
lifetime with that prefactor: 1.224 ps
rough larger prefactor: 1.0e+15 s^-1
lifetime with larger prefactor: 0.0710 ps
rough collision diameter: 0.50 nm
molecular mass used: 32 u
collision rate: 9.20e+06 s^-1
collisions per lifetime: 1.13e-05
mean thermal rotational energy: 0.116 eV
```
